\section*{Desorption prefactor of a laterally mobile adsorbate in classical transition-state theory}

An atom of mass 100 u sits in a surface well 1.5 eV deep and vibrates against the surface at 2.71 THz. At 600 K it desorbs at a rate of $0.669\ \mathrm{s^{-1}}$. Dividing this rate by the Boltzmann factor of the well depth gives 0.982 times the vibration frequency. If the surface is given a lateral corrugation with saddles 0.20 eV high, the same division gives 9.7 times the vibration frequency, although the atom still hops from site to site far more often than it desorbs. Both numbers follow from one ratio of classical integrals. The parameters are round model values and describe no particular material.

Let $z$ be the height of the atom above its equilibrium position, $x$ and $y$ its lateral coordinates, and $V(x,y,z)$ its potential energy on a rigid surface. The zero of energy is the bottom of the well, and $V\to D$ far outside. The coverage is low enough for adsorbed atoms to ignore each other, the motion is classical, and $\beta=1/k_BT$. An atom counts as adsorbed if $z<z^*$, where the dividing plane $z^*$ lies far out in the flat part of the potential. Transition-state theory assumes that the atoms inside the plane keep their equilibrium distribution and that every outward crossing is a desorption event.

The rate $k$ is then the outward equilibrium flux through the plane divided by the population inside it. The velocity $v$ normal to the surface has a Maxwell distribution, so its outward part contributes
\begin{equation}
\sqrt{\frac{\beta m}{2\pi}}\int_0^\infty v\,e^{-\beta mv^2/2}\,dv
=\sqrt{\frac{\beta m}{2\pi}}\,\frac{1}{\beta m}
=\frac{1}{\sqrt{2\pi m\beta}} .
\end{equation}
The distributions of the two lateral momenta are the same at the plane and in the well, and they cancel. What remains is
\begin{equation}
k=\frac{1}{\sqrt{2\pi m\beta}}\;
\frac{\int dx\,dy\,e^{-\beta V(x,y,z^*)}}
{\int dx\,dy\int_{-\infty}^{z^*}dz\,e^{-\beta V(x,y,z)}} .
\label{flux}
\end{equation}
The lateral position integrals cancel as well if $V$ depends on $z$ alone, $V=U(z)$. This is the meaning of ``laterally mobile'' used here: the atom moves over the surface as a free two-dimensional gas. What the cancellation requires is that the $z$ integral be the same above every lateral position, so a purely geometric corrugation, $V=U(z-\zeta(x,y))$ with a height profile $\zeta$, gives the same rate.

Near its minimum the well is harmonic, $U\simeq\frac12 m\omega^2z^2$ with $\omega=2\pi\nu_z$. If $k_BT\ll D$, the integral over $z$ is a Gaussian one, and $U(z^*)\simeq D$ in the numerator:
\begin{equation}
k\simeq\frac{1}{\sqrt{2\pi m\beta}}\,
\sqrt{\frac{\beta m\omega^2}{2\pi}}\;e^{-\beta D}
=\frac{\omega}{2\pi}\,e^{-\beta D}
=\nu_z\,e^{-\beta D}.
\label{main}
\end{equation}
The prefactor is a thermal speed divided by a thermal width. Both grow as $T^{1/2}$, so their ratio does not depend on temperature, and the mass enters only through $\nu_z$.

The Eyring form $k=(k_BT/h)\,q^\ddagger/q$ says the same. Over a surface area $L^2$ the lateral partition function is $2\pi mk_BT\,L^2/h^2$ both in the well and at the plane. It cancels, and the classical perpendicular vibration leaves $q=k_BT/(h\nu_z)$ in the denominator. Hence $k=(k_BT/h)(h\nu_z/k_BT)\,e^{-\beta D}$, and Planck's constant drops out.

For numbers, take the Morse well $U=D(1-e^{-az})^2$ with $a=1\ \text{\AA}^{-1}$. Its curvature at the minimum is $2Da^2=m\omega^2$, which gives
\begin{equation}
\nu_z=\frac{a}{2\pi}\sqrt{\frac{2D}{m}}
=\frac{10^{10}\ \mathrm{m^{-1}}\times1701\ \mathrm{m\,s^{-1}}}{2\pi}
=2.71\times10^{12}\ \mathrm{s^{-1}} .
\end{equation}
At 600 K, $k_BT=51.7$ meV and $\beta D=29.01$. The speed $1/\sqrt{2\pi m\beta}$ is $89.1\ \mathrm{m\,s^{-1}}$ and the thermal width $\sqrt{2\pi/(\beta m\omega^2)}=\sqrt{\pi/(\beta D)}/a$ is 0.329 \AA; their quotient is again $2.71\times10^{12}\ \mathrm{s^{-1}}$. Equation \eqref{main} then gives $k=0.681\ \mathrm{s^{-1}}$, while the full integral gives $0.669\ \mathrm{s^{-1}}$.

The difference of 1.8\% comes from the anharmonicity of the well. With $u=1-e^{-az}$ one has $U=Du^2$ and $dz=du/[a(1-u)]$, so that
\begin{equation}
\int_{-\infty}^{z^*}e^{-\beta U}dz
=\frac1a\int_{-\infty}^{u^*}\frac{e^{-\beta Du^2}}{1-u}\,du,
\qquad u^*=1-e^{-az^*}<1 .
\end{equation}
For $\beta D\gg1$ the weight is concentrated near $u=0$. There $1/(1-u)=1+u+u^2+u^3+u^4+\dots$; the odd powers average to zero, and the Gaussian averages of $u^2$ and $u^4$ are $1/(2\beta D)$ and $3/(4\beta^2D^2)$. Therefore
\begin{equation}
k=\frac{\nu_z\,e^{-\beta D}}
{1+\dfrac{1}{2\beta D}+\dfrac{3}{4\beta^2D^2}+\dots}.
\label{series}
\end{equation}
The Morse well is softer outward than inward. The room gained on the outer side exceeds the room lost on the inner side, the adsorbed state has more configurations than a harmonic well would offer, and the rate is lower. At 600 K the series gives 0.9822 for $k/(\nu_ze^{-\beta D})$ and the integral 0.9821. At 300 K and 900 K the integral gives 0.991 and 0.973. Equality with $\nu_z$ is thus the limit $k_BT/D\to0$, approached linearly, provided the plane is moved out as the temperature falls so that $\beta[D-U(z^*)]$ stays negligible.

The series is asymptotic and does not converge: its terms are Gaussian averages over all $u$, whereas the expansion of $1/(1-u)$ holds only for $|u|<1$. It also misses the contribution of the region near $u=1$. Far out the integrand tends to $e^{-\beta D}$, and this gas-like tail adds about $z^*e^{-\beta D}$ to the integral. Compared with the width 0.329 \AA{} it is negligible for any moderate $z^*$, but it grows without limit as $z^*\to\infty$, so the plane has to be far out and yet at a finite distance.

A plane too close to the surface errs in the other direction. The numerator of \eqref{flux} then contains $e^{-\beta U(z^*)}$ instead of $e^{-\beta D}$, and $k$ is too large by the factor $e^{\beta[D-U(z^*)]}$. Relative to a plane at 15 \AA, the rate is 2.87 times too large at 4 \AA, 1.15 times at 6 \AA{} and 1.02 times at 8 \AA. The excess consists of atoms that cross and fall back. To escape from $z^*$ without further exchange of energy, an atom needs $\frac12mv^2>D-U(z^*)$, and the share of the outward flux that meets this condition is
\begin{equation}
\beta m\int_{v_0}^\infty v\,e^{-\beta mv^2/2}dv=e^{-\beta mv_0^2/2}
=e^{-\beta[D-U(z^*)]},\qquad \tfrac12mv_0^2=D-U(z^*),
\end{equation}
which removes the excess factor.

The flux expression can be tested by Newtonian trajectories started from the equilibrium distribution inside the plane. If the observation time $t$ is shorter than a round trip from the plane into the well and back, every atom that crosses outward was inside at the start, and none crosses twice. The fraction that has crossed must then equal $kt$. A shallow well with $\beta D=3$ and $az^*=5$ makes crossings frequent. In units where $m$, $a$ and $\omega$ are 1, $D=1/2$, $k_BT=1/6$ and $t=3$. A round trip covers a distance of at least 10, so it would need a mean speed above $10/3$ and an energy above 5.6, or $33\,k_BT$; such atoms are absent in practice. Of 600\,000 trajectories a fraction $0.0177\pm0.0002$ crossed, and $kt$ is 0.0179.

This test concerns the flux and leaves open whether the surface supplies energy fast enough to keep the well in equilibrium. Detailed balance shows what happens if it does not. In equilibrium with a vapour, the incoming flux equals the outgoing flux. If only a thermally averaged fraction $S$ of the incoming atoms sticks, the rest of the outgoing flux consists of atoms that have just been reflected. Desorption must balance sticking, so the true rate is $S$ times the transition-state rate, and on the flat surface $k\,e^{\beta D}$ is close to $S\nu_z$. If $S$ depends on temperature, $\ln k$ contains the extra term $\ln S$, which adds $-d\ln S/d\beta$ to the activation energy $-d\ln k/d\beta$ read from an Arrhenius plot and changes its intercept as well. All numbers here take $S=1$. A strictly rigid flat surface exchanges no energy and has $S=0$, so this choice presupposes substrate motion that the potential $V$ leaves out. The $\nu_z$ in the prefactor is the frequency computed from the curvature of the well against a rigid surface; on a vibrating substrate the measured adsorbate frequency can differ from it considerably.

An experiment usually gives an Arrhenius slope and intercept, $E_a=-d\ln k/d\beta$ and $A=k\,e^{\beta E_a}$, and $A$ is a different quantity from $k\,e^{\beta D}$. To first order in $k_BT/D$, \eqref{series} reads $\ln k=\ln\nu_z-\beta D-1/(2\beta D)$. Differentiation gives
\begin{equation}
E_a=D-\frac{1}{2\beta^2D}=D-\frac{(k_BT)^2}{2D},
\end{equation}
and insertion into $\ln A=\ln k+\beta E_a$ gives
\begin{equation}
\ln\frac{A}{\nu_z}=-\frac{1}{2\beta D}-\frac{1}{2\beta D}
=-\frac{k_BT}{D},\qquad
A\simeq\nu_z\left(1-\frac{k_BT}{D}\right).
\end{equation}
The anharmonic correction to the Arrhenius prefactor is twice that to $k\,e^{\beta D}$, since the small drop in $E_a$ is multiplied by $\beta$ and enters again. At 600 K the integrals give $A/\nu_z=0.964$, and the first-order formula 0.966. The energy lies 0.98 meV below $D$, against 0.89 meV in first order.

Now let the surface be corrugated, with a square lattice of period $b=3$ \AA{} and
\begin{equation}
W(x,y)=\frac{E_d}{2}\left[2-\cos\frac{2\pi x}{b}-\cos\frac{2\pi y}{b}\right],
\qquad V=W+(D-W)\,u^2 .
\end{equation}
The adsorption sites have $W=0$, and the saddles between neighbouring sites have $W=E_d$. Far out $u\to1$ and $V\to D$ everywhere, so the corrugation vanishes in the vacuum. Above each lateral position lies a Morse well of depth $D-W$ with its bottom at $W$. To first order in $1/D$, its $z$ integral is that of the harmonic well of depth $D$ times
\begin{equation}
e^{-\beta W}\left(1-\frac WD\right)^{-1/2}\left[1+\frac{k_BT}{2(D-W)}\right]
\simeq e^{-\beta W}\left[1+\frac{W+k_BT}{2D}\right].
\end{equation}
The square root appears because a shallower well of the same range is softer. Averaging over the unit cell requires, with $y_d=\beta E_d/2$ and the modified Bessel function $I_0$,
\begin{equation}
\frac{1}{b^2}\int_{\rm cell}e^{-\beta W}dx\,dy
=\left[\frac{e^{-y_d}}{2\pi}\int_0^{2\pi}e^{y_d\cos\varphi}d\varphi\right]^2
=\left[e^{-y_d}I_0(y_d)\right]^2\equiv\frac1R .
\end{equation}
The thermal mean of $W$ follows from the logarithmic derivative. Since $dy_d/d\beta=E_d/2$ and $I_0'=I_1$,
\begin{equation}
\langle W\rangle=-\frac{d}{d\beta}\left[-2y_d+2\ln I_0(y_d)\right]
=E_d\left[1-\frac{I_1(y_d)}{I_0(y_d)}\right],
\end{equation}
and the rate becomes
\begin{equation}
k\simeq\nu_z\,e^{-\beta D}\,\frac{R}{1+(k_BT+\langle W\rangle)/(2D)} .
\label{corr}
\end{equation}
For $E_d=0.01$, 0.05 and 0.20 eV at 600 K, three-dimensional integration gives $k/(\nu_ze^{-\beta D})=1.182$, 2.271 and 9.68. Equation \eqref{corr} gives 1.184, 2.276 and 9.72, within 0.4\% of the integrals.

Even the weakest of these corrugations, $0.19\,k_BT$, raises the rate by 20\% over the flat surface. Most of this is a matter of energy. For small $y_d$, $R\simeq1+2y_d=1+\beta E_d$, which is the expansion of a Boltzmann factor. An atom that roams over the whole cell has the mean lateral potential energy $E_d$, so it starts higher than the site bottom from which $D$ is measured. The Arrhenius analysis separates the two effects. For $D$ much larger than $k_BT$ and $E_d$, $\ln k=\ln\nu_z-\beta D+2y_d-2\ln I_0$, hence $E_a=D-\langle W\rangle$. With $\beta\langle W\rangle=2y_d(1-I_1/I_0)$ one finds
\begin{equation}
\ln\frac{A}{\nu_z}=2y_d-2\ln I_0-\beta\langle W\rangle
=2y_d\frac{I_1}{I_0}-2\ln I_0\simeq\frac{y_d^2}{2}
\quad(y_d\ll1),
\label{arr}
\end{equation}
where the last step uses $I_1/I_0\simeq y_d/2$ and $\ln I_0\simeq y_d^2/4$. In this limit of large $D$, a weak corrugation lowers $E_a$ in first order and raises $A$ in second order only. At finite depth, \eqref{corr} adds a small first-order term $-E_d/(2D)$ to $\ln A$.

The integrals give $A/\nu_z=0.965$, 1.06 and 2.75 for the three corrugations, where \eqref{arr} before its last step gives 1.005, 1.12 and 3.00. The shortfalls of 4\%, 5\% and 8\% are finite-depth corrections: with $D$ twenty times larger they shrink to between 0.2\% and 0.4\%, as terms of order $1/D$ should. At $E_d=0.05$ eV, close to $k_BT$, the value 1.06 is near unity partly because the lateral gain and the finite-depth loss have opposite signs.

In the opposite limit, $E_d\gg k_BT$, the atom is confined to one site at a time. Then $I_0\simeq e^{y_d}/\sqrt{2\pi y_d}$ and $R\to2\pi y_d=\pi\beta E_d$. The lateral frequency $\nu_\parallel$ at a site obeys $m(2\pi\nu_\parallel)^2=(E_d/2)(2\pi/b)^2$, or $E_d=2m\nu_\parallel^2b^2$, so
\begin{equation}
k\to\nu_z\,\frac{2\pi m\nu_\parallel^2b^2}{k_BT}\,e^{-\beta D}.
\end{equation}
The added factor is the cell area divided by the thermal area of the lateral vibration. It measures the freedom that the atom gains on leaving. For $E_d=0.20$ eV it is 12.2, which is 20\% above the actual $R=10.1$, because $E_d$ is only $3.9\,k_BT$.

This case shows why frequent hopping is not the mobility that the result requires. The argument that led to \eqref{main}, applied along $x$ to the path over one saddle, gives a hopping rate of about $\nu_\parallel e^{-\beta E_d}$. With $\nu_\parallel=1.04$ THz this is $2\times10^{10}\ \mathrm{s^{-1}}$, against a desorption rate of $9.68\times0.681=6.6\ \mathrm{s^{-1}}$. The atom visits a vast number of sites before it leaves, yet it spends most of its time in their lower part, about 78\% of it where $W<E_d/2$, and the lateral integrals do not cancel.

Classical motion is a further assumption that can be checked. For a quantum harmonic vibration normal to a flat surface, with $x_q=h\nu_z/k_BT$, the classical $q=1/x_q$ is replaced by
\begin{equation}
q=\sum_{n=0}^\infty e^{-x_q(n+1/2)}=\frac{1}{2\sinh(x_q/2)},\qquad
\frac{k}{\nu_ze^{-\beta D}}=\frac{2\sinh(x_q/2)}{x_q}
=1+\frac{x_q^2}{24}+\dots
\end{equation}
Here $x_q=0.217$, and the rate rises by 0.2\%, well below the anharmonic correction. For a stiff mode at low temperature, $x_q\gg1$, the ratio tends to $e^{x_q/2}/x_q$. The rate is then $(k_BT/h)\,e^{-\beta(D-h\nu_z/2)}$: the depth counts from the zero-point level, and the vibration frequency has disappeared from the prefactor. The main values quoted here are found, with more digits, in the numerical output that follows; the others follow from the formulas and parameters given.

\section*{Computed values}
\begin{verbatim}
mass 100 u, depth D 1.50 eV, a 1.00 1/angstrom, b 3.0 angstrom
perpendicular frequency nu_z = 2.7078 THz
kT at 600 K = 51.704 meV
Flat surface: T, D/kT, k, k/(nu_z exp(-D/kT)), series value
  300 K  58.023  1.6979e-13 1/s  0.99126  0.99124
  600 K  29.011  6.6886e-01 1/s  0.98213  0.98220
  900 K  19.341  1.0493e+04 1/s  0.97260  0.97290
harmonic rate nu_z exp(-D/kT) at 600 K = 6.8103e-01 1/s
Dividing plane at 600 K: z*, k(z*)/k(15 angstrom), exp[(D-U(z*))/kT]
  4 angstrom  2.86615  2.86620
  6 angstrom  1.15445  1.15447
  8 angstrom  1.01963  1.01965
  12 angstrom  1.00034  1.00036
Flat, 600 K: D - Ea = 0.9806 meV, first order 0.8911 meV
Flat, 600 K: A/nu_z = 0.96368, first order 0.96553
Corrugated, 600 K: Ed, Ed/kT, k/(nu_z exp(-D/kT)), closed form, R
  0.01 eV  0.1934  1.1822  1.1836  1.2077
  0.05 eV  0.9670  2.2711  2.2757  2.3439
  0.20 eV  3.8682  9.6845  9.7185  10.0890
Corrugated: Ed, Ea, A/nu_z, A/nu_z with 20 D, large-D law, mean W
  0.01 eV  1.48949 eV  0.9647  1.0028  1.0047  0.00952 eV
  0.05 eV  1.46053 eV  1.0586  1.1156  1.1185  0.03825 eV
  0.20 eV  1.43498 eV  2.7538  2.9905  3.0022  0.06267 eV
Ed 0.20 eV: lateral frequency 1.0354 THz, localized estimate of R 12.1522
Quantum, 600 K: h nu_z/kT = 0.2166, rate factor 1.00196
Trajectories: D/kT 3.0, a z* 5.0, number 600000, time 0.4775 periods
  crossed fraction 0.01768 +- 0.00017, flux formula 0.01788
\end{verbatim}
